# Unit flux does not prove a converged phonon basis: verification in Python

```python
# RESULT UNDER TEST: a Hermitian truncation of the phonon space conserves
# scattering flux exactly, whether or not its transmission is converged.
# One electron, one local level, one phonon mode, two leads.  Symbols:
#   omega  phonon energy          g      Huang-Rhys factor (lam/omega)^2
#   lam    coupling lam*(b+b^T)   gam_l, gam_r, gam   lead widths and their sum
#   N      phonon states kept (numbers 0..N-1)
#   E      electron energy; E = 0 is the true zero-phonon resonance
# Energies are in meV.  Wide-band leads are used unless stated otherwise.
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

omega, g = 30.0, 2.0
gam_l, gam_r = 0.1, 3.9
gam = gam_l + gam_r
lam = omega * np.sqrt(g)
k_b = const.k / const.e * 1e3            # meV per kelvin
hbar_ps = const.hbar / const.e * 1e15    # meV times ps


def displacement(size):
    b = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    return b + b.T


def hamiltonian(size, hr=g):
    return (np.diag(omega * np.arange(size) + hr * omega)
            + omega * np.sqrt(hr) * displacement(size))


def green(energy, h):
    return np.linalg.inv((energy + 0.5j * gam) * np.eye(len(h)) - h)


def fluxes(energy, h, wl=gam_l, wr=gam_r):
    """Transmitted and reflected flux per channel, incident: left, 0 phonons."""
    column = green(energy, h)[:, 0]
    incident = np.zeros(len(h))
    incident[0] = 1.0
    return wl * wr * abs(column)**2, abs(incident - 1j * wl * column)**2


def exact_transmission(energy, hr=g):
    """Displaced-oscillator sum for the complete phonon space."""
    m = np.arange(100)
    weight = np.exp(-hr + m * np.log(hr) - gammaln(m + 1))
    e = np.asarray(energy, dtype=float)[..., None]
    return gam_l * gam_r * np.sum(
        weight / ((e - m * omega)**2 + gam**2 / 4), axis=-1)


def leakage_bound(energy, size, hr=g):
    edge = abs(green(energy, hamiltonian(size, hr))[size - 1, 0])
    return (np.sqrt(gam_l * gam_r) * 2 / gam
            * omega * np.sqrt(hr * size) * edge)


# ---- Finite-band leads: chains with hopping -t, energy -2 t cos k ----
def outgoing_factor(e, t):
    s = -np.asarray(e, dtype=float) / (2 * t)
    root = np.sqrt((s**2 - 1).astype(complex))
    decaying = s - np.sign(s) * root
    travelling = s + 1j * np.sqrt(np.maximum(1 - s**2, 0))
    return np.where(abs(s) < 1, travelling, decaying)


def band_green(energy, w, site_h, t, vl, vr):
    z = outgoing_factor(energy - w, t)
    sigma = -(vl**2 + vr**2) * z / t
    return np.linalg.inv(np.diag(energy - w - sigma) - site_h), z


def lattice_wave(energy, w, site_h, t, vl, vr, m):
    """Solve the wave equation on explicit lead sites; return T_n, R_n."""
    nch, nsite, mid = len(w), 7, 3
    z = outgoing_factor(energy - w, t)
    a = np.zeros((nsite, nch, nsite, nch), dtype=complex)
    ch = np.arange(nch)
    for j in range(nsite):
        a[j, ch, j, ch] = energy - w
    a[mid, :, mid, :] -= site_h
    for j, hop in enumerate([t, t, vl, vr, t, t]):
        a[j, ch, j + 1, ch] = hop
        a[j + 1, ch, j, ch] = hop
    for j in (0, nsite - 1):
        a[j, ch, j, ch] += t * z
    source = np.zeros((nsite, nch), dtype=complex)
    source[0, m] = -t * (1 / z[m] - z[m])
    dim = nsite * nch
    psi = np.linalg.solve(a.reshape(dim, dim), source.ravel())
    psi = psi.reshape(nsite, nch)
    trans = np.imag(psi[5].conj() * psi[6]) / z[m].imag
    scattered = psi[0].copy()
    scattered[m] -= 1
    return trans, abs(scattered)**2 * z.imag / z[m].imag


# Random phonon subspaces, with open and closed channels
rng = np.random.default_rng(7)
worst_flux = worst_match = 0.0
n_open = n_closed = 0
t_test, vl_test, vr_test = 40.0, 18.0, 25.0
for trial in range(20):
    raw = rng.normal(size=(12, 5)) + 1j * rng.normal(size=(12, 5))
    q = np.linalg.qr(raw)[0]
    w, u = np.linalg.eigh(q.conj().T @ np.diag(omega * np.arange(12)) @ q)
    q = q @ u
    site_h = lam * q.conj().T @ displacement(12) @ q + 10 * np.eye(5)
    energy = np.median(w) + 5.0
    gf, z = band_green(energy, w, site_h, t_test, vl_test, vr_test)
    is_open = abs(energy - w) < 2 * t_test
    n_open += is_open.sum()
    n_closed += (~is_open).sum()
    for m in np.flatnonzero(is_open):
        tn, rn = lattice_wave(energy, w, site_h, t_test,
                              vl_test, vr_test, m)
        wl = 2 * vl_test**2 * z[m].imag / t_test
        wr = 2 * vr_test**2 * z.imag / t_test
        worst_match = max(worst_match,
                          np.max(abs(tn - wl * wr * abs(gf[:, m])**2)))
        worst_flux = max(worst_flux, abs(tn.sum() + rn.sum() - 1))
assert n_open > 0 and n_closed > 0
assert worst_match < 1e-10 and worst_flux < 1e-10

# Complete-space formula against a large basis, over many energies
for energy in np.linspace(-60, 200, 53):
    big = fluxes(energy, hamiltonian(60))[0].sum()
    assert abs(big / exact_transmission(energy) - 1) < 1e-9

# Leakage identity and rigorous bound, including weak and strong coupling
for energy in (-20.0, 0.0, 15.0, 61.0):
    full = green(energy, hamiltonian(60))
    for size in (1, 3, 7):
        part = green(energy, hamiltonian(size))
        predicted = full[:size, size] * lam * np.sqrt(size) * part[-1, 0]
        assert np.allclose(full[:size, 0] - part[:, 0], predicted,
                           rtol=1e-9, atol=1e-12)
for hr in (0.5, 2.0, 5.0):
    for energy in np.linspace(-40, 160, 41):
        for size in range(1, 16):
            tn = fluxes(energy, hamiltonian(size, hr))[0].sum()
            miss = abs(np.sqrt(tn) - np.sqrt(exact_transmission(energy, hr)))
            assert miss <= leakage_bound(energy, size, hr) + 1e-11

# Lowest truncated resonance falls towards zero from above
lowest = [np.linalg.eigvalsh(hamiltonian(n))[0] for n in range(1, 13)]
assert min(lowest) > 0 and np.all(np.diff(lowest) < 0)

# Energy-integrated transmission is also blind to truncation
points = 20000
theta = (np.arange(points) + 0.5) * np.pi / points - np.pi / 2
e_grid = 100 * np.tan(theta)
jacobian = 100 / np.cos(theta)**2 * np.pi / points
area_formula = 2 * np.pi * gam_l * gam_r / gam
areas = {}
for size in (1, 3, 8):
    mats = ((e_grid + 0.5j * gam)[:, None, None] * np.eye(size)
            - hamiltonian(size))
    rhs = np.zeros((points, size, 1), dtype=complex)
    rhs[:, 0, 0] = 1
    cols = np.linalg.solve(mats, rhs)[:, :, 0]
    areas[size] = np.sum(
        gam_l * gam_r * np.sum(abs(cols)**2, axis=1) * jacobian)
    assert abs(areas[size] / area_formula - 1) < 1e-6

print(f"phonon energy {omega:.1f} meV; Huang-Rhys factor {g:.1f}")
print(f"coupling lam {lam:.3f} meV; bare level {g * omega:.1f} meV")
print(f"widths: source {gam_l:.1f}, drain {gam_r:.1f}, sum {gam:.1f} meV")
print(f"random subspaces: open {n_open}, closed {n_closed} channels")
print(f"  largest |flux-1| {worst_flux:.1e}")
print(f"  largest wave/Green mismatch in T_n {worst_match:.1e}")
t_true = float(exact_transmission(0.0))
print(f"complete-space T at E=0: {t_true:.6f}")
print("At E=0: N, flux, T_N, T_N/T, error of sqrt(T), its bound")
for size in (1, 2, 3, 4, 5, 6, 8, 10, 12, 16, 20):
    tn, rn = fluxes(0.0, hamiltonian(size))
    total = tn.sum()
    assert abs(total + rn.sum() - 1) < 1e-12
    print(f"{size:3d} {total + rn.sum():.13f} {total:.6f} "
          f"{total / t_true:.4f} {abs(total**.5 - t_true**.5):.1e} "
          f"{leakage_bound(0.0, size):.1e}")
t3 = fluxes(0.0, hamiltonian(3))[0].sum()
assert t3 < 0.2 * t_true
false_e = lowest[2]
tn, rn = fluxes(false_e, hamiltonian(3))
t_there = float(exact_transmission(false_e))
assert tn.sum() > 5 * t_there and abs(tn.sum() + rn.sum() - 1) < 1e-12
print("lowest resonance, N=1,2,3,4,6,8 (meV): "
      + " ".join(f"{lowest[n - 1]:.3f}" for n in (1, 2, 3, 4, 6, 8)))
print(f"false N=3 resonance at {false_e:.3f} meV:")
print(f"  T_3 {tn.sum():.6f}, true T {t_there:.6f}, "
      f"ratio {tn.sum() / t_there:.1f}")
print(f"  flux there {tn.sum() + rn.sum():.13f}")
sym_big, _ = fluxes(0.0, hamiltonian(60), gam / 2, gam / 2)
sym_3, sym_r = fluxes(0.0, hamiltonian(3), gam / 2, gam / 2)
assert abs(sym_3.sum() + sym_r.sum() - 1) < 1e-12
print(f"symmetric junction, E=0: T {sym_big.sum():.5f}, "
      f"T_3 {sym_3.sum():.5f}")
print("area of T, N=1,3,8 (meV): "
      + " ".join(f"{areas[n]:.6f}" for n in (1, 3, 8))
      + f"; formula {area_formula:.6f}")
tn, rn = fluxes(g * omega, np.tril(hamiltonian(3)))
bad_flux = tn.sum() + rn.sum()
assert abs(bad_flux - 1) > 0.01
print(f"emission-only N=3, E={g * omega:.0f} meV: flux {bad_flux:.4f}")

# ---- Sizes of neglected effects for the example ----
size = 60
t_band = 500.0
gf, z = band_green(0.0, omega * np.arange(size),
                   lam * displacement(size) + g * omega * np.eye(size),
                   t_band, np.sqrt(gam_l * t_band / 2),
                   np.sqrt(gam_r * t_band / 2))
t_finite = np.sum(gam_l * gam_r * z[0].imag * z.imag * abs(gf[:, 0])**2)
print(f"lead half-band {2 * t_band:.0f} meV: T(0) {t_finite:.6f}, "
      f"change {100 * (t_finite / t_true - 1):.2f} %")
temp = 4.0
x = np.linspace(-35, 35, 7001)
kernel = 1 / (4 * np.cosh(x / 2)**2)
smeared = np.sum(kernel * exact_transmission(x * k_b * temp)) * (x[1] - x[0])
print(f"{temp:.0f} K: kT {k_b * temp:.3f} meV, smeared T {smeared:.6f}")
for warm in (temp, 300.0):
    boltz = np.exp(-omega / (k_b * warm))
    t_warm = 0.0
    for m in range(25):
        col = green(m * omega, hamiltonian(80))[:, m]
        t_warm += ((1 - boltz) * boltz**m * gam_l * gam_r
                   * np.sum(abs(col)**2))
    print(f"{warm:.0f} K phonons: mean number {boltz / (1 - boltz):.2e}, "
          f"T(0) {t_warm:.6f}")
tn, rn = fluxes(0.0, hamiltonian(60))
bias, thick = 0.3, 2.6                   # volt, nanometre
n_max = int(round(bias * 1e3 / omega))
print(f"inelastic return to source / T: {rn[1:].sum() / tn.sum():.4f}")
print(f"bias {bias:.1f} V: transmitted share below drain Fermi level "
      f"{tn[n_max + 1:].sum() / tn.sum():.1e}")
wait, life = hbar_ps / gam_l, 2.0
print(f"shortest mean electron interval {wait:.2f} ps")
print(f"  phonons left after it, assumed life {life:.0f} ps: "
      f"{np.exp(-wait / life):.3f}")
barrier = 0.5                            # electronvolt, mean height
for mass in (0.5, 1.0):
    kappa = np.sqrt(2 * mass * const.m_e * barrier * const.e) / const.hbar
    kappa *= 1e-9
    direct = np.exp(-2 * kappa * thick)
    d_drain = (thick - np.log(gam_r / gam_l) / (2 * kappa)) / 2
    deeper = np.sqrt(1 + 2 * omega * 1e-3 / barrier)
    narrowing = np.exp(-2 * kappa * d_drain * (deeper - 1))
    print(f"barrier {barrier:.1f} eV, mass {mass:.1f} m_e: direct T per mode "
          f"{direct:.1e}")
    print(f"  drain width after 2 phonons / before: {narrowing:.3f}")
soft = 0.95
xx = displacement(80)
h_soft = hamiltonian(80) + (soft**2 - 1) * omega / 4 * xx @ xx
val, vec = np.linalg.eigh(h_soft)
print(f"mode softened to {soft:.2f} omega: line moves {val[0]:.2f} meV")
print(f"  line weight {vec[0, 0]**2:.4f}, unsoftened {np.exp(-g):.4f}")
print(f"field {bias / (thick * 1e-7) / 1e6:.2f} MV/cm over {thick:.1f} nm")
print("every check passed")
```

It prints:

```
phonon energy 30.0 meV; Huang-Rhys factor 2.0
coupling lam 42.426 meV; bare level 60.0 meV
widths: source 0.1, drain 3.9, sum 4.0 meV
random subspaces: open 69, closed 31 channels
  largest |flux-1| 2.2e-15
  largest wave/Green mismatch in T_n 6.7e-16
complete-space T at E=0: 0.013353
At E=0: N, flux, T_N, T_N/T, error of sqrt(T), its bound
  1 1.0000000000000 0.000108 0.0081 1.1e-01 2.2e-01
  2 1.0000000000000 0.000297 0.0222 9.8e-02 2.2e-01
  3 1.0000000000000 0.000693 0.0519 8.9e-02 2.7e-01
  4 1.0000000000000 0.001780 0.1333 7.3e-02 3.7e-01
  5 1.0000000000000 0.005033 0.3769 4.5e-02 5.2e-01
  6 1.0000000000000 0.010835 0.8114 1.1e-02 5.9e-01
  8 1.0000000000000 0.013572 1.0164 9.4e-04 2.8e-01
 10 1.0000000000000 0.013373 1.0015 8.4e-05 8.2e-02
 12 1.0000000000000 0.013354 1.0001 3.6e-06 1.8e-02
 16 1.0000000000000 0.013353 1.0000 2.1e-09 4.9e-04
 20 1.0000000000000 0.013353 1.0000 4.0e-13 7.4e-06
lowest resonance, N=1,2,3,4,6,8 (meV): 60.000 30.000 15.321 7.484 1.351 0.144
false N=3 resonance at 15.321 meV:
  T_3 0.039469, true T 0.000772, ratio 51.1
  flux there 1.0000000000000
symmetric junction, E=0: T 0.13696, T_3 0.00711
area of T, N=1,3,8 (meV): 0.612611 0.612611 0.612611; formula 0.612611
emission-only N=3, E=60 meV: flux 1.3980
lead half-band 1000 meV: T(0) 0.013236, change -0.88 %
4 K: kT 0.345 meV, smeared T 0.012376
4 K phonons: mean number 1.59e-38, T(0) 0.013353
300 K phonons: mean number 4.56e-01, T(0) 0.013000
inelastic return to source / T: 0.0219
bias 0.3 V: transmitted share below drain Fermi level 8.2e-06
shortest mean electron interval 6.58 ps
  phonons left after it, assumed life 2 ps: 0.037
barrier 0.5 eV, mass 0.5 m_e: direct T per mode 1.6e-06
  drain width after 2 phonons / before: 0.755
barrier 0.5 eV, mass 1.0 m_e: direct T per mode 6.6e-09
  drain width after 2 phonons / before: 0.643
mode softened to 0.95 omega: line moves -7.23 meV
  line weight 0.0914, unsoftened 0.1353
field 1.15 MV/cm over 2.6 nm
every check passed
```
